# Locating KKR bands by counting negative eigenvalues: a program that tests the result

```python
# Result under test: number of Bloch states at wave vector k below energy E > 0,
#   N(E,k) = N0(E,k) + sum_{l<=LMAX} (2l+1) floor(delta_l/pi) + n_neg(M),
#   M = kappa cot(delta_l) + B(E,k),  kappa = sqrt(E).
# N0: free-electron states below E; delta_l: absolute phase shifts (zero for
# zero potential); B: real lattice structure matrix; n_neg: negative eigenvalues.
# Simple cubic lattice, lengths in a, energies in hbar^2/(2 m a^2).
# The potential strength*(1-x^2)^2*(1-c x^2), x=r/R<1, acts on l<=LMAX only.
# Independent road: plane-wave diagonalization of the same Hamiltonian.
from itertools import product
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, lpmv, factorial

PI = np.pi
R, LMAX = 0.48, 2
STRENGTH, SHAPE = 100.0, 5.0
DEEP_STRENGTH, DEEP_SHAPE = -400.0, 0.0
E_LOW, E_HIGH = 2.0, 97.0
CHANNEL_L = np.array([l for l in range(LMAX + 1) for m in range(2*l + 1)])
ELL = np.array([l for l in range(2*LMAX + 1) for m in range(2*l + 1)])
INTS = np.array([n for n in product(range(-6, 7), repeat=3)
                 if np.dot(n, n) <= 36], float)


def potential(r, strength, c):
    x2 = (r/R)**2
    return strength*(1 - x2)**2*(1 - c*x2)


def phase_shifts(kappa, strength, c, steps=1500):
    """Absolute phases, shape (len(kappa), LMAX+1).

    The radial equation is solved by RK4 in ln r. Nodes and the logarithmic
    derivative, compared with the free solution, fix the multiple of pi.
    """
    kappa = np.atleast_1d(kappa)
    energy = kappa**2
    l = np.arange(LMAX + 1)[:, None]
    log_r = np.linspace(np.log(1e-3), np.log(R), 2*steps + 1)
    r = np.exp(log_r)
    v = potential(r, strength, c)
    h = log_r[2] - log_r[0]
    start = (strength - energy)*r[0]**2/(4*l + 6)
    u = 1 + start
    p = (l + 1) + (l + 3)*start          # p = du/d(ln r)
    nodes = np.zeros(u.shape, int)

    def force(i, u, p):
        return p + (l*(l + 1) + r[i]**2*(v[i] - energy))*u
    for i in range(0, 2*steps, 2):
        a1, b1 = p, force(i, u, p)
        a2 = p + h*b1/2
        b2 = force(i + 1, u + h*a1/2, a2)
        a3 = p + h*b2/2
        b3 = force(i + 1, u + h*a2/2, a3)
        a4 = p + h*b3
        b4 = force(i + 2, u + h*a3, a4)
        new_u = u + h*(a1 + 2*a2 + 2*a3 + a4)/6
        p = p + h*(b1 + 2*b2 + 2*b3 + b4)/6
        nodes += new_u*u < 0
        u = new_u
    du = p/R
    x = kappa*R
    j, n = x*spherical_jn(l, x), x*spherical_yn(l, x)
    dj = kappa*(spherical_jn(l, x) + x*spherical_jn(l, x, True))
    dn = kappa*(spherical_yn(l, x) + x*spherical_yn(l, x, True))
    fractions = np.linspace(0.01, 1.0, 400)
    free = spherical_jn(l[:, :, None], x[None, :, None]*fractions)
    free_nodes = np.sum(free[:, :, 1:]*free[:, :, :-1] < 0, axis=2)
    angle_u = np.arctan2(kappa*u, du) % PI
    angle_j = np.arctan2(kappa*j, dj) % PI
    turns = nodes - free_nodes - (angle_u < angle_j)
    remainder = np.arctan2(dj*u - du*j, dn*u - du*n) % PI
    return (remainder + PI*turns).T


def phase_spline(strength, c):
    kappa = np.linspace(1.0, 10.2, 320)
    return CubicSpline(kappa, phase_shifts(kappa, strength, c))


def harmonics(vectors):
    """Real spherical harmonics up to 2*LMAX, one row per (l,m)."""
    length = np.linalg.norm(vectors, axis=1)
    ct = np.where(length > 1e-12, vectors[:, 2]/np.maximum(length, 1e-12), 1.0)
    ct = np.clip(ct, -1, 1)
    phi = np.arctan2(vectors[:, 1], vectors[:, 0])
    rows = []
    for l in range(2*LMAX + 1):
        for m in range(-l, l + 1):
            am = abs(m)
            norm = np.sqrt((2*l + 1)/(4*PI)*factorial(l - am)/factorial(l + am))
            y = norm*lpmv(am, l, ct)
            if m < 0:
                y = np.sqrt(2)*y*np.sin(am*phi)
            elif m > 0:
                y = np.sqrt(2)*y*np.cos(am*phi)
            rows.append(y)
    return np.array(rows)


def gaunt_table():
    z, w = np.polynomial.legendre.leggauss(12)
    phi = 2*PI*np.arange(20)/20
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    points = np.stack([s*np.cos(pp), s*np.sin(pp), zz], -1).reshape(-1, 3)
    weights = np.repeat(w, 20)*2*PI/20
    y = harmonics(points)
    low = y[:len(CHANNEL_L)]
    return np.einsum("an,bn,cn->abc", y*weights, low, low, optimize=True)


GAUNT = gaunt_table()


def ewald_data(k, t0=1/(4*PI)):
    """Energy-independent parts of the Ewald sums; t0 splits the t integral."""
    q = k + 2*PI*INTS
    q2 = np.sum(q*q, axis=1)
    recip = 4*PI*harmonics(q)*np.sqrt(q2)[None, :]**ELL[:, None]
    x, w = np.polynomial.legendre.leggauss(80)
    t, w = t0*(x + 1)/2, t0*w/2
    sites = INTS[np.sum(INTS**2, axis=1) > 0]
    dist = np.linalg.norm(sites, axis=1)
    bloch = np.real((-1j)**ELL[:, None]*np.exp(1j*(sites @ k))[None, :])
    amp = bloch*harmonics(sites)*dist[None, :]**ELL[:, None]
    damp = np.exp(-dist[:, None]**2/(4*t))
    direct = -4*PI*(amp @ damp)*w*(4*PI*t)**-1.5*(2*t)**(-1.0*ELL[:, None])
    return q2, recip, direct, t, t0


def structure_matrix(data, energy):
    """Structure matrix, made real by removing the phases i^(l-l')."""
    q2, recip, direct, t, t0 = data
    d = recip @ (np.exp((energy - q2)*t0)/(energy - q2))
    d = (d + direct @ np.exp(energy*t))*energy**(-ELL/2)
    n = np.arange(60)
    d[0] -= np.sum(energy**n*t0**(n - 0.5)/(factorial(n)*(n - 0.5)))/(4*PI)
    return 4*PI*np.tensordot(d, GAUNT, axes=1)


def state_count(data, phases, energy):
    """Return N0, floor sum, n_neg, N and the sign of det M."""
    kappa = np.sqrt(energy)
    delta = phases(kappa)[CHANNEL_L]
    matrix = structure_matrix(data, energy) + np.diag(kappa/np.tan(delta))
    free = int(np.sum(data[0] < energy))
    turns = int(np.sum(np.floor(delta/PI)))
    negative = int(np.sum(np.linalg.eigvalsh(matrix) < 0))
    sign = int(np.linalg.slogdet(matrix)[0])
    return free, turns, negative, free + turns + negative, sign


def locate_levels(data, phases):
    """Bisect on the integer N for every level between E_LOW and E_HIGH."""
    first = state_count(data, phases, E_LOW)[3]
    last = state_count(data, phases, E_HIGH)[3]
    levels = []
    for n in range(first + 1, last + 1):
        a, b = E_LOW, E_HIGH
        while b - a > 1e-7:
            mid = (a + b)/2
            if state_count(data, phases, mid)[3] >= n:
                b = mid
            else:
                a = mid
        levels.append((a + b)/2)
    return first, np.array(levels)


def plane_wave_levels(k, strength, c, cutoff=6.5, truncated=True):
    """Diagonalize p^2+V in plane waves; cutoff in units of 2 pi/a."""
    ints = np.array(list(product(range(-8, 9), repeat=3)))
    q = k + 2*PI*ints
    keep = np.linalg.norm(q, axis=1) < 2*PI*cutoff
    ints, q = ints[keep], q[keep]
    qn = np.linalg.norm(q, axis=1)
    x, w = np.polynomial.legendre.leggauss(60)
    r = R*(x + 1)/2
    weight = 4*PI*potential(r, strength, c)*r**2*w*R/2
    h = np.diag(qn**2)
    if truncated:
        unit = q/np.maximum(qn, 1e-12)[:, None]
        cosine = unit @ unit.T
        legendre = [1.0, cosine, 1.5*cosine**2 - 0.5]
        for l in range(LMAX + 1):
            j = spherical_jn(l, np.outer(qn, r))
            h = h + (2*l + 1)*legendre[l]*((j*weight) @ j.T)
    else:
        n2 = np.sum(ints**2, axis=1)
        diff2 = n2[:, None] + n2[None, :] - 2*(ints @ ints.T)
        g = 2*PI*np.sqrt(np.arange(diff2.max() + 1))
        h = h + (spherical_jn(0, np.outer(g, r)) @ weight)[diff2]
    return np.linalg.eigvalsh(h), len(q)


phases = phase_spline(STRENGTH, SHAPE)

# Phase shifts and their response to the potential, from the radial equation.
raised, lowered = phase_spline(STRENGTH, 4.99), phase_spline(STRENGTH, 5.01)
phase_error = response_error = 0.0
for l in range(LMAX + 1):
    for energy in (15.0, 50.0, 85.0):
        kappa, r0 = np.sqrt(energy), 1e-3

        def radial(r, y):
            v = potential(r, STRENGTH, SHAPE)
            dv = -STRENGTH*(1 - (r/R)**2)**2*(r/R)**2
            return [y[1], (l*(l + 1)/r**2 + v - energy)*y[0], dv*y[0]**2]
        u, du, integral = solve_ivp(radial, (r0, R), [1.0, (l + 1)/r0, 0.0],
                                    method="DOP853", rtol=1e-10,
                                    atol=1e-10).y[:, -1]
        x = kappa*R
        j, n = x*spherical_jn(l, x), x*spherical_yn(l, x)
        dj = kappa*(spherical_jn(l, x) + x*spherical_jn(l, x, True))
        dn = kappa*(spherical_yn(l, x) + x*spherical_yn(l, x, True))
        delta = np.arctan2(dj*u - du*j, dn*u - du*n)
        amplitude = u/(j*np.cos(delta) - n*np.sin(delta))
        phase_error = max(phase_error, abs(np.sin(delta - phases(kappa)[l])))
        predicted = -integral/(kappa*amplitude**2)
        numeric = (lowered(kappa)[l] - raised(kappa)[l])/0.02
        assert numeric > 0
        response_error = max(response_error, abs(numeric/predicted - 1))
assert phase_error < 1e-6
assert response_error < 1e-3

# Absolute phases of the deep well, multiples of pi included, against the
# variable-phase equation with adaptive steps and purely relative control.
branch_error = 0.0
for energy in (2.3, 20.0, 80.0):
    kappa, r0 = np.sqrt(energy), 1e-3
    by_nodes = phase_shifts(kappa, DEEP_STRENGTH, DEEP_SHAPE)[0]
    for l in range(LMAX + 1):
        def variable_phase(r, d):
            x = kappa*r
            wave = x*(spherical_jn(l, x)*np.cos(d) - spherical_yn(l, x)*np.sin(d))
            return -potential(r, DEEP_STRENGTH, DEEP_SHAPE)/kappa*wave**2
        odd = np.prod(np.arange(1, 2*l + 2, 2))
        born = -DEEP_STRENGTH*kappa**(2*l + 1)*r0**(2*l + 3)/(odd**2*(2*l + 3))
        d = solve_ivp(variable_phase, (r0, R), [born], method="DOP853",
                      rtol=1e-10, atol=1e-30).y[0, -1]
        branch_error = max(branch_error, abs(d - by_nodes[l]))
assert branch_error < 1e-5

# The structure matrix must not depend on the Ewald splitting.
k_general = 2*PI*np.array([0.1, 0.2, 0.3])
b1 = structure_matrix(ewald_data(k_general), 50.0)
b2 = structure_matrix(ewald_data(k_general, 1/(6*PI)), 50.0)
ewald_error = np.max(np.abs(b1 - b2))/np.max(np.abs(b1))
assert ewald_error < 1e-8

print("energy unit: hbar^2/(2 m a^2); length unit: a")
print(f"sphere radius {R} a, lmax {LMAX}, strength {STRENGTH}, shape c {SHAPE}")
print("phase shifts at E=50, l=0,1,2 (rad):", np.round(phases(np.sqrt(50)), 4))
print(f"largest phase error against radial equation: {phase_error:.1e} rad")
print(f"largest relative error of phase response: {response_error:.1e}")
print(f"deep well, node count against variable phase: {branch_error:.1e} rad")
print(f"relative change of B with Ewald splitting: {ewald_error:.1e}")

# Counts and levels against plane waves at three wave vectors.
k_points = {"Gamma": np.zeros(3), "X": np.array([PI, 0, 0]),
            "general": k_general}
tested = 0
stored = {}
for name, k in k_points.items():
    data = ewald_data(k)
    reference, size = plane_wave_levels(k, STRENGTH, SHAPE)
    for energy in np.linspace(2.3, 96.7, 61):
        if np.min(np.abs(reference - energy)) > 0.02:
            assert state_count(data, phases, energy)[3] == np.sum(reference < energy)
            tested += 1
    first, levels = locate_levels(data, phases)
    error = np.max(np.abs(reference[first:first + len(levels)] - levels))
    # Finite plane-wave cutoff limits the agreement.
    assert error < 2e-3
    stored[name] = (data, reference, first, levels, error)
    print(f"{name}: {len(levels)} levels in window, {first} below it, "
          f"{size} plane waves, max difference {error:.1e}")
print("count comparisons passed, main potential:", tested)

# A deep attractive well, where absolute phases exceed pi; its phases are
# computed at each energy without interpolation.
deep_reference, _ = plane_wave_levels(k_general, DEEP_STRENGTH, DEEP_SHAPE)
deep_data = stored["general"][0]
deep_energies = np.linspace(2.3, 96.7, 61)
deep_phases = phase_shifts(np.sqrt(deep_energies), DEEP_STRENGTH, DEEP_SHAPE)
deep_tested, deep_turns = 0, []
for energy, row in zip(deep_energies, deep_phases):
    if np.min(np.abs(deep_reference - energy)) > 0.05:
        c = state_count(deep_data, lambda kappa: row, energy)
        assert c[3] == np.sum(deep_reference < energy)
        deep_tested += 1
        deep_turns.append(c[1])
assert max(deep_turns) >= 1
print(f"deep well (strength {DEEP_STRENGTH:.0f}, c {DEEP_SHAPE:.0f}): "
      f"{deep_tested} counts passed, "
      f"floor sum from {min(deep_turns)} to {max(deep_turns)}")
print("deep well phases at E=2.3, l=0,1,2 (rad):", np.round(deep_phases[0], 4))

data, reference, first, levels, error = stored["Gamma"]
coarse, coarse_size = plane_wave_levels(np.zeros(3), STRENGTH, SHAPE, cutoff=5.0)
coarse_error = np.max(np.abs(coarse[first:first + len(levels)] - levels))
assert error < 0.5*coarse_error
print(f"Gamma, {coarse_size} plane waves: max difference {coarse_error:.1e}")
print(f"Gamma lowest level (plane waves): {reference[0]:.3f}")

# Degeneracies and determinant signs at Gamma.
groups = []
for e in levels:
    if groups and abs(e - groups[-1][0]) < 1e-5:
        groups[-1][1] += 1
    else:
        groups.append([e, 1])
silent_energy, step = 8*PI**2, 1e-4
print("Gamma levels: energy, degeneracy, det sign below and above")
for e, g in groups:
    below = state_count(data, phases, e - step)
    above = state_count(data, phases, e + step)
    assert above[3] - below[3] == g
    if abs(e - silent_energy) > 1e-3:
        assert above[4]*below[4] == (-1)**g
    print(f"  {e:9.4f}  {g}  {below[4]:+d} {above[4]:+d}")
doublets = [e for e, g in groups if g == 2]
assert doublets
assert any(abs(e - silent_energy) < 1e-5 and g == 3 for e, g in groups)

print("Counts at Gamma: E, N0, floor sum, n_neg, N")
for energy in (20.0, 60.0, 90.0):
    print(f"  {energy:.0f}", *state_count(data, phases, energy)[:4])

# Poles of cot(delta): n_neg jumps but N does not.
grid = np.linspace(np.sqrt(E_LOW), np.sqrt(E_HIGH), 3000)
turns = np.floor(phases(grid)/PI)
crossings = 0
for l in range(LMAX + 1):
    for i in np.nonzero(np.diff(turns[:, l]))[0]:
        target = PI*max(turns[i, l], turns[i + 1, l])
        root = brentq(lambda x: phases(x)[l] - target, grid[i], grid[i + 1])**2
        below = state_count(data, phases, root - step)
        above = state_count(data, phases, root + step)
        change = int(turns[i + 1, l] - turns[i, l])
        assert above[3] == below[3]
        assert above[2] - below[2] == -(2*l + 1)*change
        crossings += 1
        print(f"cot pole l={l}, E={root:.4f}: N0,floor,n_neg,N "
              f"{below[:4]} -> {above[:4]}")
assert crossings >= 1

# Poles of the structure matrix at the first two free-electron shells.
for shell, waves, rank in ((4*PI**2, 6, 6), (8*PI**2, 12, 9)):
    below = state_count(data, phases, shell - step)
    above = state_count(data, phases, shell + step)
    assert above[0] - below[0] == waves
    assert below[2] - above[2] == rank
    assert above[3] - below[3] == waves - rank
    print(f"free shell E={shell:.4f}: N0,floor,n_neg,N "
          f"{below[:4]} -> {above[:4]}")

# A determinant-sign scan compared with the state count.
scan = [state_count(data, phases, e) for e in np.arange(2.013, E_HIGH, 0.05)]
jumps = np.diff([c[3] for c in scan])
flips = np.diff([c[4] for c in scan]) != 0
assert np.all(jumps >= 0)
missed = int(np.sum(jumps[~flips]))
false_flips = int(np.sum(flips & (jumps == 0)))
assert missed >= 2 and false_flips >= 1
print(f"scan step 0.05: {np.sum(jumps)} states, {np.sum(flips)} sign changes")
print("states in steps without a sign change:", missed)
print("sign changes in steps without a state:", false_flips)

# Effect of dropping the potential for l > LMAX.
full, _ = plane_wave_levels(np.zeros(3), STRENGTH, SHAPE, truncated=False)
print("largest shift of lowest 7 Gamma levels from l>2: "
      f"{np.max(np.abs(full[:7] - reference[:7])):.4f}")

a_metre = 0.4e-9
unit_ev = constants.hbar**2/(2*constants.m_e*a_metre**2)/constants.e
print(f"a = {a_metre*1e9:.1f} nm: energy unit = {unit_ev:.5f} eV")
print(f"lowest Gamma doublet: {doublets[0]:.4f} = {doublets[0]*unit_ev:.4f} eV")
print("success")
```

It prints:

```
energy unit: hbar^2/(2 m a^2); length unit: a
sphere radius 0.48 a, lmax 2, strength 100.0, shape c 5.0
phase shifts at E=50, l=0,1,2 (rad): [0.0502 0.682  0.468 ]
largest phase error against radial equation: 2.3e-08 rad
largest relative error of phase response: 4.5e-06
deep well, node count against variable phase: 3.2e-09 rad
relative change of B with Ewald splitting: 3.6e-16
Gamma: 18 levels in window, 1 below it, 1189 plane waves, max difference 2.0e-04
X: 19 levels in window, 1 below it, 1156 plane waves, max difference 2.4e-04
general: 17 levels in window, 1 below it, 1155 plane waves, max difference 1.5e-04
count comparisons passed, main potential: 181
deep well (strength -400, c 0): 60 counts passed, floor sum from 4 to 4
deep well phases at E=2.3, l=0,1,2 (rad): [5.6892 3.2023 3.1403]
Gamma, 485 plane waves: max difference 3.9e-03
Gamma lowest level (plane waves): -9.059
Gamma levels: energy, degeneracy, det sign below and above
    28.3573  3  +1 -1
    31.5939  2  -1 -1
    35.9356  1  -1 +1
    65.9646  3  -1 +1
    71.2107  3  +1 -1
    74.0132  2  -1 -1
    78.9568  3  -1 +1
    83.5780  1  +1 -1
Counts at Gamma: E, N0, floor sum, n_neg, N
  20 1 0 0 1
  60 7 -1 1 7
  90 19 -1 1 19
cot pole l=0, E=53.6968: N0,floor,n_neg,N (7, 0, 0, 7) -> (7, -1, 1, 7)
free shell E=39.4784: N0,floor,n_neg,N (1, 0, 6, 7) -> (7, 0, 0, 7)
free shell E=78.9568: N0,floor,n_neg,N (7, -1, 9, 15) -> (19, -1, 0, 18)
scan step 0.05: 18 states, 7 sign changes
states in steps without a sign change: 4
sign changes in steps without a state: 1
largest shift of lowest 7 Gamma levels from l>2: 0.5599
a = 0.4 nm: energy unit = 0.23812 eV
lowest Gamma doublet: 31.5939 = 7.5233 eV
success
```
